# Migration-enhanced limiting current in a binary copper sulphate electrolyte: a numerical check

```python
"""
Result under test: in a stagnant layer of thickness delta, an ideal binary
z:z electrolyte (CuSO4, z = 2) with an inert anion has the limiting current
    i_lim = 2 z F D_cation c_bulk / delta,
twice the value z F D_cation c_bulk / delta found with excess inert salt.
Symbols: D diffusivity, c concentration, psi = z F phi / (R T),
j = cation flux * delta / (D_cation c_bulk), so that j is the ratio to the
diffusion-only limiting flux. Also tested: the effect of inert salt, of
convection at a rotating disc, and of ion pairing with non-ideal activity.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp, quad
from scipy.optimize import brentq

F = const.N_A * const.e
R = const.R

# Inputs: rough typical values for a dilute acid-free copper sulphate cell
z = 2
T = 298.15                 # K
c_bulk = 0.01              # mol/L
delta = 50e-6              # m
D_cat = 0.7                # 1e-9 m2/s, copper ion
D_an = 1.1                 # 1e-9 m2/s, sulphate ion
D_pair = 0.6               # 1e-9 m2/s, neutral ion pair
K_assoc = 200.0            # L/mol, thermodynamic association constant
eps_r = 78.4               # relative permittivity of water

print("INPUTS (rough typical values)")
print(f"temperature = {T:.2f} K")
print(f"bulk CuSO4 concentration = {c_bulk:.3f} mol/L")
print(f"layer thickness = {delta*1e6:.1f} um")
print(f"D copper ion = {D_cat:.2f} e-9 m2/s")
print(f"D sulphate ion = {D_an:.2f} e-9 m2/s")
print(f"relative permittivity = {eps_r:.1f}")

# 1. Full Poisson-Nernst-Planck problem, neutrality not assumed.
# Lengths in delta, concentrations in c_bulk; eps = Debye length / delta.
eps = 1e-3


def solve_pnp(drop):
    wall = np.exp(-drop)

    def rhs(x, y, par):
        p, n, psi, g = y
        return np.vstack([-par[0] - p * g, n * g, g,
                          -(p - n) / (2 * eps**2)])

    def bc(a, b, par):
        return np.array([a[0] - 1, a[1] - 1, a[2],
                         b[0] - wall, b[2] + drop])

    x = np.linspace(0, 1, 2001)
    c = 1 - (1 - wall) * x
    guess = np.vstack([c, c, np.log(c), -(1 - wall) / c])
    # The starting flux is deliberately off the neutral-solution value.
    sol = solve_bvp(rhs, bc, x, guess, p=[1.5 * (1 - wall)],
                    tol=1e-5, max_nodes=30000)
    assert sol.success, sol.message
    return sol


print("POISSON-NERNST-PLANCK TEST")
print(f"test value of Debye length / layer thickness = {eps:.1e}")
for drop in (1.0, 2.0, 4.0):
    sol = solve_pnp(drop)
    j = sol.p[0]
    law = 2 * (1 - np.exp(-drop))
    # Tolerance covers the finite space charge, largest at the largest drop.
    assert abs(j - law) < 5e-3
    left, right = sol.sol(0.0), sol.sol(1.0)
    balance = 2 - right[0] - right[1] + eps**2 * (right[3]**2 - left[3]**2)
    assert abs(j - balance) < 2e-4
    mid = sol.sol(0.5)
    migration = -mid[0] * mid[3] / j
    diffusion = -(sol.sol(0.51)[0] - sol.sol(0.49)[0]) / 0.02 / j
    assert abs(migration - 0.5) < 2e-3
    assert abs(diffusion - 0.5) < 2e-3
    assert abs(mid[0] - (1 - j / 4)) < 2e-3
    print(f"drop {drop:.0f} RT/zF: flux ratio j = {j:.4f}, "
          f"neutral law = {law:.4f}")
print(f"migration share at mid-layer, last case = {migration:.4f}")
print(f"diffusion share at mid-layer, last case = {diffusion:.4f}")


# 2. Inert monovalent cation added as its sulphate.
def inert_formula(h):
    u = (h / (2 + h)) ** (1 / 3)
    return (2 + 2 * u - u**2) / (1 + u + u**2)


def inert_numeric(h):
    # Unit copper flux and diffusivity; march from bulk until copper is gone.
    def rhs(x, y):
        cu, inert, sulphate = y
        field = -2 / (4 * cu + inert + 4 * sulphate)
        return [-1 - 2 * cu * field, -inert * field, 2 * sulphate * field]

    def exhausted(x, y):
        return y[0]
    exhausted.terminal = True
    exhausted.direction = -1
    run = solve_ivp(rhs, (0, 3), [1.0, h, 1 + h / 2], events=exhausted,
                    rtol=1e-9, atol=1e-11, max_step=0.002)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0]


print("INERT SALT: limiting current / diffusion-only value")
for h in (0.01, 0.1, 1.0, 10.0, 100.0):
    numeric = inert_numeric(h)
    assert abs(numeric - inert_formula(h)) < 1e-5
    print(f"inert cation / copper = {h:g}: ratio = {numeric:.4f}")
assert abs(numeric - 1) < 0.01


# 3. Rotating disc: normal velocity -a y^2, both ions followed separately.
def disc_numeric(m):
    a = 3.0

    def binary(y, s):
        slope = -((-1 + s[1]) + s[1] / m) / 2
        return [slope, a * y**2 * slope]

    def single(y, s):
        slope = -s[1]
        return [slope, a * y**2 * slope]
    opts = dict(rtol=1e-9, atol=1e-11)
    far_binary = solve_ivp(binary, (0, 4), [0.0, 0.0], **opts).y[0, -1]
    far_single = solve_ivp(single, (0, 4), [0.0, -1.0], **opts).y[0, -1]
    return far_single / far_binary


for m in (0.5, D_an / D_cat, 3.0):
    salt = 2 * m / (1 + m)
    assert abs(disc_numeric(m) - 2 * salt ** (-1 / 3)) < 1e-5
disc_ratio = disc_numeric(D_an / D_cat)
D_salt = 2 * D_cat * D_an / (D_cat + D_an)

# 4. Ion pairing and activity. Concentrations in mol/L, ionic strength 4 c.
bjerrum = const.e**2 / (4 * np.pi * const.epsilon_0 * eps_r * const.k * T)
kappa_one = np.sqrt(8 * np.pi * bjerrum * const.N_A * 1000)
dh_slope = bjerrum * kappa_one / 2


def ln_gamma(c):
    strength = z**2 * c
    root = np.sqrt(strength)
    return -z**2 * dh_slope * (root / (1 + root) - 0.3 * strength)


def ideal(c):
    return 0.0


def flux_times_length(c_free, K, d_an, activity):
    # Solve the two flux equations for the gradient, then sum distances.
    def mu(c):
        return np.log(c) + activity(c)

    def integrand(c):
        step = 1e-4 * c
        g = (mu(c + step) - mu(c - step)) / (2 * step)
        pair_term = 2 * D_pair * K * np.exp(2 * mu(c)) * g
        matrix = np.array([[-D_cat * c * g - pair_term, -D_cat * c],
                           [-d_an * c * g - pair_term, d_an * c]])
        return -1 / np.linalg.solve(matrix, np.array([1.0, 0.0]))[0]
    return quad(integrand, 0, c_free, epsabs=1e-12, epsrel=1e-9)[0]


for d_test in (0.2, D_an, 5.0):
    value = flux_times_length(c_bulk, 0.0, d_test, ideal)
    assert abs(value / (D_cat * c_bulk) - 2) < 1e-6


def pair_conc(c):
    return K_assoc * np.exp(2 * ln_gamma(c)) * c**2


c_free = brentq(lambda c: c + pair_conc(c) - c_bulk, 1e-9, c_bulk)
paired = pair_conc(c_free)
osmotic = 1 + ln_gamma(c_free) - quad(ln_gamma, 0, c_free)[0] / c_free
formula = (2 * D_cat * osmotic * c_free
           + D_pair * paired * (1 + D_cat / D_an))
direct = flux_times_length(c_free, K_assoc, D_an, ln_gamma)
assert abs(direct / formula - 1) < 1e-5
real_ratio = direct / (D_cat * c_bulk)

# 5. Worked example
i_diff = z * F * D_cat * 1e-9 * c_bulk * 1000 / delta     # A/m2
i_lim = i_diff * flux_times_length(c_bulk, 0.0, D_an, ideal) / (D_cat * c_bulk)
thermal = R * T / (z * F)
debye = np.sqrt(eps_r * const.epsilon_0 * R * T
                / (2 * z**2 * F**2 * c_bulk * 1000))
space_charge = (debye**2 * delta) ** (1 / 3)
acid = 1e-4                                            # mol/L, about pH 4
acid_ratio = inert_numeric(acid / c_bulk)

print("WORKED EXAMPLE")
print(f"diffusion-only limiting current = {i_diff/10:.3f} mA/cm2")
print(f"binary-electrolyte limiting current = {i_lim/10:.3f} mA/cm2")
print(f"ratio = {i_lim/i_diff:.4f}")
print(f"RT/zF = {thermal*1e3:.2f} mV")
print(f"potential drop at 99% of limit = {thermal*np.log(100)*1e3:.1f} mV")
print("NEGLECTED EFFECTS")
print(f"bulk Debye length = {debye*1e9:.2f} nm")
print(f"Debye length / layer thickness = {debye/delta:.2e}")
print(f"space-charge width at limit (order) = {space_charge*1e9:.0f} nm")
print(f"space-charge width / layer = {space_charge/delta:.1e}")
print(f"salt diffusivity = {D_salt:.3f} e-9 m2/s")
print(f"ratio at a rotating disc = {disc_ratio:.3f}")
print(f"trace acid, taken as inert = {acid:.1e} mol/L")
print(f"ratio with trace acid = {acid_ratio:.3f}")
print(f"association constant (rough) = {K_assoc:.0f} L/mol")
print(f"D ion pair (rough) = {D_pair:.2f} e-9 m2/s")
print(f"free copper ion = {c_free:.5f} mol/L")
print(f"paired fraction of copper = {paired/c_bulk:.3f}")
print(f"activity coefficient of free ions = {np.exp(ln_gamma(c_free)):.3f}")
print(f"osmotic coefficient of free ions = {osmotic:.3f}")
print(f"ratio with pairing and activity = {real_ratio:.3f}")
print(f"current with pairing and activity = {real_ratio*i_diff/10:.2f} mA/cm2")

assert abs(i_lim / i_diff - 2) < 1e-6
assert space_charge / delta < 0.01
print("all assertions hold")
```

Output:

```
INPUTS (rough typical values)
temperature = 298.15 K
bulk CuSO4 concentration = 0.010 mol/L
layer thickness = 50.0 um
D copper ion = 0.70 e-9 m2/s
D sulphate ion = 1.10 e-9 m2/s
relative permittivity = 78.4
POISSON-NERNST-PLANCK TEST
test value of Debye length / layer thickness = 1.0e-03
drop 1 RT/zF: flux ratio j = 1.2642, neutral law = 1.2642
drop 2 RT/zF: flux ratio j = 1.7294, neutral law = 1.7293
drop 4 RT/zF: flux ratio j = 1.9651, neutral law = 1.9634
migration share at mid-layer, last case = 0.5000
diffusion share at mid-layer, last case = 0.5000
INERT SALT: limiting current / diffusion-only value
inert cation / copper = 0.01: ratio = 1.9271
inert cation / copper = 0.1: ratio = 1.7362
inert cation / copper = 1: ratio = 1.3366
inert cation / copper = 10: ratio = 1.0601
inert cation / copper = 100: ratio = 1.0066
WORKED EXAMPLE
diffusion-only limiting current = 2.702 mA/cm2
binary-electrolyte limiting current = 5.403 mA/cm2
ratio = 2.0000
RT/zF = 12.85 mV
potential drop at 99% of limit = 59.2 mV
NEGLECTED EFFECTS
bulk Debye length = 1.52 nm
Debye length / layer thickness = 3.04e-05
space-charge width at limit (order) = 49 nm
space-charge width / layer = 9.7e-04
salt diffusivity = 0.856 e-9 m2/s
ratio at a rotating disc = 1.871
trace acid, taken as inert = 1.0e-04 mol/L
ratio with trace acid = 1.927
association constant (rough) = 200 L/mol
D ion pair (rough) = 0.60 e-9 m2/s
free copper ion = 0.00715 mol/L
paired fraction of copper = 0.285
activity coefficient of free ions = 0.527
osmotic coefficient of free ions = 0.811
ratio with pairing and activity = 1.559
current with pairing and activity = 4.21 mA/cm2
all assertions hold
```
